# Why rms roughness alone does not decide whether wafers bond: verification in Python

```python
"""Result under test: equal rms roughness does not mean equal bonding.
Closing a sinusoidal gap of rms height sigma and wavelength lam costs
    U = pi * Estar * sigma**2 / (2 * lam)      (energy per area),
and at zero load a contact fraction f costs U * sin(pi*f/2)**4.
Estar: contact modulus of two identical wafers, 1/Estar = 2*(1-nu**2)/E.
W: work of adhesion; A = sqrt(2)*sigma: amplitude; psi = pi*f/2.
Closed gaps beat separation if W > U; they form without a barrier
if W > (3*sqrt(3)*pi/8) * U.
"""
import numpy as np
from scipy import constants
from scipy.linalg import circulant
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import bmat, diags
from scipy.sparse.linalg import spsolve

# Rough typical values for room-temperature hydrophilic silicon bonding
young, poisson = 150e9, 0.20
adhesion = 0.10
sigma = 2.0e-9
wavelengths = np.array([2e-6, 8e-6, 20e-6])
thickness, wafer_radius, bow = 775e-6, 0.150, 50e-6
temperature = 295.0

plane_modulus = young / (1 - poisson**2)
estar = plane_modulus / 2
amplitude = np.sqrt(2) * sigma


def closure_energy(lam):
    return np.pi * estar * sigma**2 / (2 * lam)


def surface_modulus(c11, c13, c33, c55, depth=25.0, n=3000):
    """Effective plane modulus from finite elements through the depth.

    Depth is in units of 1/q; displacements are X(z) sin(qx), Z(z) cos(qx);
    the surface value Z(0)=1 is imposed and everything else is free.
    """
    z = depth * (np.arange(n + 1) / n)**1.5
    h = np.diff(z)
    half = np.full(n, 0.5)
    mean = diags([half, half], [0, 1], shape=(n, n + 1))
    slope = diags([-1 / h, 1 / h], [0, 1], shape=(n, n + 1))
    weight = diags([h], [0])
    mm = mean.T @ weight @ mean
    dd = slope.T @ weight @ slope
    md = mean.T @ weight @ slope
    kxz = c13 * md - c55 * md.T
    stiff = bmat([[c11 * mm + c55 * dd, kxz],
                  [kxz.T, c33 * dd + c55 * mm]]).tocsc()
    fixed = n + 1
    free = np.delete(np.arange(2 * n + 2), fixed)
    column = stiff[:, [fixed]].toarray().ravel()
    y = np.zeros(2 * n + 2)
    y[fixed] = 1.0
    y[free] = spsolve(stiff[free][:, free].tocsc(), -column[free])
    # strain energy per area is (y.K.y)/4 and defines modulus/8
    return 2 * float(y @ (stiff @ y))


# --- Surface response: depth solution against E/(1-nu^2)
c11_iso = young * (1 - poisson) / ((1 + poisson) * (1 - 2 * poisson))
c13_iso = c11_iso * poisson / (1 - poisson)
c55_iso = young / (2 * (1 + poisson))
iso = (c11_iso, c13_iso, c11_iso, c55_iso)
fe_modulus = surface_modulus(*iso)
assert abs(fe_modulus / plane_modulus - 1) < 1e-3

# Cubic silicon, rough stiffnesses, (001) surface, two wave directions
c11, c12, c44 = 166e9, 64e9, 80e9
cubic_100 = surface_modulus(c11, c12, c11, c44)
cubic_110 = surface_modulus((c11 + c12 + 2 * c44) / 2, c12, c11, c44)
# Free wafer whose thickness equals one wavelength
thin_ratio = surface_modulus(*iso, depth=2 * np.pi) / fe_modulus

# --- Mixed surface: real-space line-load kernel against spectral sum
period = wavelengths[2]
n_x = 1000
x = np.arange(n_x) * period / n_x
mixed_gap = np.zeros(n_x)
mixed_pressure = np.zeros(n_x)
for lam in (wavelengths[0], wavelengths[2]):
    q = 2 * np.pi / lam
    wave = sigma * np.cos(q * x)      # variance sigma^2/2 in each wave
    mixed_gap += wave
    mixed_pressure += estar * q / 2 * wave
distance = np.abs(2 * np.sin(np.pi * (x[:, None] - x[None, :]) / period))
np.fill_diagonal(distance, 1.0)
difference = mixed_pressure[None, :] - mixed_pressure[:, None]
kernel_gap = -2 / (np.pi * estar) * np.sum(
    difference * np.log(distance), axis=1) * period / n_x
kernel_energy = 0.5 * np.mean(mixed_pressure * kernel_gap)
mixed_energy = 0.5 * (closure_energy(wavelengths[0])
                      + closure_energy(wavelengths[2]))
mixed_rms = np.sqrt(np.mean(mixed_gap**2))
assert abs(mixed_rms / sigma - 1) < 1e-10
assert np.max(np.abs(kernel_gap - mixed_gap)) < 5e-3 * sigma
assert abs(kernel_energy / mixed_energy - 1) < 3e-3


# --- Partial contact: constrained minimization of elastic energy
def make_stiffness(n):
    return circulant(np.fft.ifft(np.abs(np.fft.fftfreq(n) * n)).real)


def partial_contact(matrix, fraction):
    """Elastic energy / U and trough gap / A with contact imposed."""
    n = len(matrix)
    phase = 2 * np.pi * ((np.arange(n) + 0.5) / n - 0.5)
    contact = np.abs(phase) < np.pi * fraction
    free = ~contact
    v = np.cos(phase)
    v[free] = np.linalg.solve(matrix[np.ix_(free, free)],
                              -matrix[np.ix_(free, contact)] @ v[contact])
    trough = 0.5 * (v[0] + v[-1]) - np.cos(phase[0])
    return np.array([2 * v @ matrix @ v / n, trough])


coarse, fine = make_stiffness(512), make_stiffness(1024)
contact_rows = []
for f in (0.25, 0.50, 0.75):
    # extrapolation removes the first-order grid error at contact edges
    energy, trough = 2 * partial_contact(fine, f) - partial_contact(coarse, f)
    psi = np.pi * f / 2
    assert abs(energy / np.sin(psi)**4 - 1) < 0.01
    assert abs(trough / (2 * np.cos(psi)) - 1) < 0.01
    contact_rows.append((f, energy, np.sin(psi)**4))

counts = np.arange(256, 449, 8)
path = np.array([partial_contact(coarse, m / 512)[0] for m in counts])
steepest = np.max((path[2:] - path[:-2]) / (16 / 512))
barrier_factor = 3 * np.sqrt(3) * np.pi / 8
assert abs(steepest / barrier_factor - 1) < 0.01


# --- Thresholds and equilibrium contact fractions
def total_energy(f, lam):
    return closure_energy(lam) * np.sin(np.pi * f / 2)**4 - adhesion * f


lowest = minimize_scalar(
    lambda f: (1 - f) / (1 - np.sin(np.pi * f / 2)**4),
    bounds=(0.1, 0.9), method="bounded")
lowest_factor = 1 / lowest.fun
lam_separate = np.pi * estar * sigma**2 / (2 * adhesion)
lam_lowest = lowest_factor * lam_separate
lam_spontaneous = barrier_factor * lam_separate
grid = np.linspace(0, 1, 20001)
assert grid[np.argmin(total_energy(grid, 1.01 * lam_lowest))] == 1.0
assert grid[np.argmin(total_energy(grid, 0.99 * lam_lowest))] < 0.9
assert np.all(np.diff(total_energy(grid, 1.01 * lam_spontaneous)) < 0)
assert np.any(np.diff(total_energy(grid, 0.99 * lam_spontaneous)) > 0)


def equilibria(lam):
    def balance(psi):
        return (2 * np.pi * closure_energy(lam) * np.sin(psi)**3
                * np.cos(psi) - adhesion)
    if balance(np.pi / 3) <= 0:
        return None
    return (2 / np.pi * brentq(balance, 1e-6, np.pi / 3),
            2 / np.pi * brentq(balance, np.pi / 3, np.pi / 2))


stable_mid, top_mid = equilibria(wavelengths[1])
barrier = (total_energy(top_mid, wavelengths[1])
           - total_energy(stable_mid, wavelengths[1]))
barrier_in_kt = (barrier * wavelengths[1]**2
                 / (constants.k * temperature))


# --- Finite-range adhesion: overdamped relaxation from both starts
# Interface energy -W*(1+g/r)*exp(-g/r), r = range, g = local gap
ranges = np.array([0.2e-9, 0.4e-9])
cases = [(r, lam, start) for r in ranges for lam in wavelengths
         for start in ("open", "closed")]
n_flow = 384
cosine = amplitude * np.cos(2 * np.pi * np.arange(n_flow) / n_flow)
reach = np.array([c[0] for c in cases])[:, None]
lam_case = np.array([c[1] for c in cases])[:, None]
change = np.array([np.full(n_flow, amplitude) if c[2] == "open"
                   else cosine for c in cases])
step = 0.4 * reach**2 / adhesion
wave_number = 2 * np.pi * np.arange(n_flow // 2 + 1)[None, :] / lam_case
damping = 1 / (1 + step * estar * wave_number / 2)
for _ in range(25000):
    scaled = (change - cosine) / reach
    traction = adhesion / reach * scaled * np.exp(-scaled)
    change = np.fft.irfft(np.fft.rfft(change - step * traction, axis=1)
                          * damping, n=n_flow, axis=1)
closed_part = np.mean(change - cosine < reach, axis=1)
outcome = {case: part for case, part in zip(cases, closed_part)}
short = ranges[0]
assert outcome[(short, wavelengths[0], "closed")] < 0.8
assert outcome[(short, wavelengths[1], "open")] < 0.8
assert outcome[(short, wavelengths[1], "closed")] > 0.99
assert outcome[(short, wavelengths[2], "open")] > 0.99

# --- Energy per area to flatten a spherical wafer bow
bending = young * thickness**3 / (12 * (1 - poisson**2))
curvature = 2 * bow / wafer_radius**2
bow_energy = bending * (1 + poisson) * curvature**2

print(f"Young modulus {young/1e9:.0f} GPa, Poisson ratio {poisson:.2f}")
print(f"plane modulus E/(1-nu^2): {plane_modulus/1e9:.2f} GPa")
print(f"same from depth solution: {fe_modulus/1e9:.2f} GPa")
print(f"contact modulus Estar: {estar/1e9:.2f} GPa")
print(f"work of adhesion W: {adhesion:.3f} J/m^2")
print(f"rms gap {sigma*1e9:.2f} nm, amplitude {amplitude*1e9:.3f} nm")
for lam in wavelengths:
    k = 2 * np.pi / lam
    energy = closure_energy(lam)
    print(f"lambda {lam*1e6:.0f} um: U = {energy:.4f} J/m^2, "
          f"U/W = {energy/adhesion:.3f}")
    print(f"  peak stress {estar*k*amplitude/2/1e6:.1f} MPa, "
          f"max slope {k*amplitude:.5f}")
    print(f"  W for barrier-free closure {barrier_factor*energy:.4f} J/m^2")
    pair = equilibria(lam)
    if pair is None:
        print("  no partial-contact equilibrium")
    else:
        print(f"  contact fraction: stable {pair[0]:.3f}, "
              f"barrier top {pair[1]:.3f}")
print(f"mixed 2+20 um surface: rms {mixed_rms*1e9:.2f} nm, "
      f"U = {mixed_energy:.4f} J/m^2")
print(f"mixed surface, real-space kernel: {kernel_energy:.4f} J/m^2")
for f, energy, formula in contact_rows:
    print(f"contact fraction {f:.2f}: energy/U solved {energy:.4f}, "
          f"formula {formula:.4f}")
print(f"steepest slope/U: solved {steepest:.4f}, "
      f"formula {barrier_factor:.4f}")
print(f"lowest-state factor W/U: {lowest_factor:.4f}")
print(f"min lambda, closed below separated: {lam_separate*1e6:.2f} um")
print(f"min lambda, closed is lowest state: {lam_lowest*1e6:.2f} um")
print(f"min lambda, closes without barrier: {lam_spontaneous*1e6:.2f} um")
print(f"barrier at 8 um: {barrier*1e3:.3f} mJ/m^2")
print(f"barrier on one lambda^2 patch at {temperature:.0f} K: "
      f"{barrier_in_kt:.2e} kT")
print("finite range: fraction with gap below range, by starting state")
for r in ranges:
    for lam in wavelengths:
        print(f"  range {r*1e9:.1f} nm, lambda {lam*1e6:.0f} um: "
              f"open {outcome[(r, lam, 'open')]:.3f}, "
              f"closed {outcome[(r, lam, 'closed')]:.3f}")
    print(f"  peak adhesive stress {adhesion/(np.e*r)/1e6:.1f} MPa")
print(f"cubic stiffnesses used: {c11/1e9:.0f}, {c12/1e9:.0f}, "
      f"{c44/1e9:.0f} GPa")
print(f"cubic plane modulus: [100] {cubic_100/1e9:.1f} GPa, "
      f"[110] {cubic_110/1e9:.1f} GPa")
print(f"wafer thickness {thickness*1e6:.0f} um; longest lambda/thickness "
      f"{wavelengths[2]/thickness:.4f}")
print(f"stiffness ratio to half-space at lambda=thickness: {thin_ratio:.4f}")
print(f"bow {bow*1e6:.0f} um, wafer radius {wafer_radius*1e3:.0f} mm: "
      f"{bow_energy*1e3:.3f} mJ/m^2")
print("finished without a failed check")
```

Printed output:

```
Young modulus 150 GPa, Poisson ratio 0.20
plane modulus E/(1-nu^2): 156.25 GPa
same from depth solution: 156.25 GPa
contact modulus Estar: 78.12 GPa
work of adhesion W: 0.100 J/m^2
rms gap 2.00 nm, amplitude 2.828 nm
lambda 2 um: U = 0.2454 J/m^2, U/W = 2.454
  peak stress 347.1 MPa, max slope 0.00889
  W for barrier-free closure 0.5008 J/m^2
  contact fraction: stable 0.272, barrier top 0.958
lambda 8 um: U = 0.0614 J/m^2, U/W = 0.614
  peak stress 86.8 MPa, max slope 0.00222
  W for barrier-free closure 0.1252 J/m^2
  contact fraction: stable 0.512, barrier top 0.807
lambda 20 um: U = 0.0245 J/m^2, U/W = 0.245
  peak stress 34.7 MPa, max slope 0.00089
  W for barrier-free closure 0.0501 J/m^2
  no partial-contact equilibrium
mixed 2+20 um surface: rms 2.00 nm, U = 0.1350 J/m^2
mixed surface, real-space kernel: 0.1350 J/m^2
contact fraction 0.25: energy/U solved 0.0214, formula 0.0214
contact fraction 0.50: energy/U solved 0.2500, formula 0.2500
contact fraction 0.75: energy/U solved 0.7286, formula 0.7286
steepest slope/U: solved 2.0385, formula 2.0405
lowest-state factor W/U: 1.5010
min lambda, closed below separated: 4.91 um
min lambda, closed is lowest state: 7.37 um
min lambda, closes without barrier: 10.02 um
barrier at 8 um: 4.891 mJ/m^2
barrier on one lambda^2 patch at 295 K: 7.69e+07 kT
finite range: fraction with gap below range, by starting state
  range 0.2 nm, lambda 2 um: open 0.273, closed 0.273
  range 0.2 nm, lambda 8 um: open 0.513, closed 1.000
  range 0.2 nm, lambda 20 um: open 1.000, closed 1.000
  peak adhesive stress 183.9 MPa
  range 0.4 nm, lambda 2 um: open 0.294, closed 0.294
  range 0.4 nm, lambda 8 um: open 0.518, closed 1.000
  range 0.4 nm, lambda 20 um: open 1.000, closed 1.000
  peak adhesive stress 92.0 MPa
cubic stiffnesses used: 166, 64, 80 GPa
cubic plane modulus: [100] 163.3 GPa, [110] 167.4 GPa
wafer thickness 775 um; longest lambda/thickness 0.0258
stiffness ratio to half-space at lambda=thickness: 0.9994
bow 50 um, wafer radius 150 mm: 0.144 mJ/m^2
finished without a failed check
```
